# Why the 4f Orbital Collapses Between Barium and Lanthanum

**Question.** In Hartree-Fock theory the lowest $f$ orbital is large and hydrogenic in barium and compact in lanthanum, and ionizing barium is said to produce the same change. What makes an $l=3$ orbital change its size so much, and is the change a jump in both cases?

**Answer.** Ground-state Ba and Ba$^{2+}$ contain no 4f electron, so a configuration has to be named. Three cases are treated: the neutral atoms Ba [Xe]6s4f and La [Xe]6s$^2$4f; one $f$ electron over a frozen [Xe] core (Cs, Ba$^+$, La$^{2+}$); and the excitation $4d^{10}\to4d^9 4f$ in Ba, Ba$^{2+}$ and La$^{3+}$. The theory is nonrelativistic Hartree-Fock with central-field orbitals $P(r)Y_{lm}/r$, real $P$ and $\int P^2dr=1$, in Hartree atomic units. Relativity and correlation are left out and can move the borderline cases.

### The potential seen by an f electron

Outside shells $b$ with occupations $n_b$, the $f$ electron obeys

$$F P=\Big[-\tfrac12\frac{d^2}{dr^2}+\frac{l(l+1)}{2r^2}-\frac Zr+\sum_b n_b\,y^0_b(r)-K\Big]P=\varepsilon P,$$

where $y^k_b(r)=\int P_b^2(s)\,v_k(r,s)\,ds$ and $v_k=r_<^k/r_>^{k+1}$ comes from $1/r_{12}=\sum_k v_kP_k(u)$, with $P_k(u)$ a Legendre polynomial and $u=\cos\gamma$ for the angle between the two positions. For exchange with a closed shell, the addition theorem sums the orbitals of the same spin to $\frac{2l_b+1}{4\pi}P_{l_b}(u)$. Expanding any function $g(u)$ in Legendre polynomials and using the addition theorem again gives

$$\int d\Omega'\,g(u)\,Y_{lm}(\Omega')=2\pi\,Y_{lm}(\Omega)\int_{-1}^{1}g\,P_l\,du .\tag{1}$$

With $g=\frac{2l_b+1}{4\pi}P_{l_b}P_k$ the factor is $(2l_b+1)\,c(l,k,l_b)$, where $c=\tfrac12\int P_lP_kP_{l_b}du$. Since $2l_b+1=n_b/2$,

$$(KP)(r)=\sum_{b,k}\frac{n_b}{2}\,c(l,k,l_b)\,P_b(r)\int v_k(r,s)P_b(s)P(s)\,ds .$$

For the single 6s electron of Ba 6s4f, $n_b/2=\tfrac12$ is the probability of parallel spins in the configuration average.

Where $P$ has no node, division by $P$ makes the equation local:

$$V_{\rm eff}=\frac{6}{r^2}-\frac{Z_{\rm eff}(r)}{r},\qquad Z_{\rm eff}=Z-r\sum_bn_by^0_b+r\,\frac{KP}{P}.$$

This potential depends on the state through $KP/P$, so it belongs to one orbital. For La$^{2+}$ its lowest level by finite differences is $-0.61892$ Ha, against $-0.61895$ Ha from the nonlocal equation.

### Two wells, and why at this Z

Multiplying by $r^2$ shows that $V_{\rm eff}<0$ where $rZ_{\rm eff}>6$. Outside the core $Z_{\rm eff}\to q$, the charge of the remaining ion, and the condition is $r>6/q$. Setting the derivative $-12/r^3+q/r^2$ to zero puts the minimum at $12/q$. The trial function $r^4e^{-\beta r}$ has $P''/P=12/r^2-8\beta/r+\beta^2$, so the radial equation reduces to $(4\beta-q)/r-\beta^2/2=\varepsilon$. Hence $\beta=q/4$ and $\varepsilon_{\rm out}=-q^2/32$, and $\int r^ne^{-\lambda r}dr=n!/\lambda^{n+1}$ gives $\langle r\rangle=9/(2\beta)=18/q$.

Inside the core $rZ_{\rm eff}$ rises from zero as $Zr$ and turns over as screening sets in. If this hump exceeds 6 there is a second region of negative potential, and the dip between hump and tail is a barrier. The Thomas-Fermi model of a neutral atom, which has neither exchange nor the ionic tail, fixes the scaling: $Z_{\rm eff}=Z\phi(x)$ with $r=bxZ^{-1/3}$, so $rZ_{\rm eff}=bZ^{2/3}x\phi(x)$. With $b=0.8853$ and $\max x\phi=0.4863$, the product is $0.4305$, and the hump reaches $l(l+1)/2$ at

$$Z_l=\Big[\frac{l(l+1)}{2\times0.4305}\Big]^{3/2}.$$

For $l=3$ this is $13.94^{3/2}=52$; for $l=2$ and $4$ it is 18 and 112. At $Z=55$ the model hump is 6.23, which is 7% below the Hartree-Fock value 6.70 for Cs. An open well is necessary for an inner level of negative energy but not sufficient: Cs has an inner well 2.9 Ha deep, and its 4f orbital has a probability of $10^{-4}$ inside $r=3$. The collapse occurs when the lowest level of the inner well falls below $-q^2/32$.

### The avoided crossing

Take a local potential $V$ and two radii $r_b<r_c$ within the barrier. Let $V_{\rm in}=V$ for $r<r_c$ with the outer well filled in, and $V_{\rm out}=V$ for $r>r_b$ with the inner well filled in. Their normalized ground states are $\varphi_{\rm in}$, $\varphi_{\rm out}$ with energies $E_{\rm in}$, $E_{\rm out}$, and $\delta=E_{\rm in}-E_{\rm out}$. Writing $H=H_{\rm out}+(V-V_{\rm out})$,

$$\langle\varphi_{\rm in}|H-E|\varphi_{\rm out}\rangle=(E_{\rm out}-E)S+t,\qquad t=\int_0^{r_m}\varphi_{\rm in}(V-V_{\rm out})\varphi_{\rm out}\,dr,$$

with $S$ the overlap. The upper limit can be any $r_m$ between $r_b$ and $r_c$, because the integrand vanishes beyond $r_b$. For $r<r_m$ the two radial equations give $V\varphi_{\rm in}=E_{\rm in}\varphi_{\rm in}+\tfrac12\varphi_{\rm in}''$ and $V_{\rm out}\varphi_{\rm out}=E_{\rm out}\varphi_{\rm out}+\tfrac12\varphi_{\rm out}''$. The second derivatives combine to the total derivative of $\tfrac12(\varphi_{\rm in}'\varphi_{\rm out}-\varphi_{\rm in}\varphi_{\rm out}')$, which vanishes at the origin:

$$t=\delta\int_0^{r_m}\varphi_{\rm in}\varphi_{\rm out}\,dr-\tfrac12\big[\varphi_{\rm in}\varphi_{\rm out}'-\varphi_{\rm out}\varphi_{\rm in}'\big]_{r_m}.$$

Near the crossing, $\delta$ and $E_{\rm out}-E$ are of the order of $t$, so the overlap terms are smaller than $t$ by a factor of order $S$ and are dropped. The diagonal terms $\langle\varphi_{\rm in}|V-V_{\rm in}|\varphi_{\rm in}\rangle$ and its partner shift $\delta$, that is, the position of the crossing. What remains is

$$M=|t|=\tfrac12\big|\varphi_{\rm in}\varphi_{\rm out}'-\varphi_{\rm out}\varphi_{\rm in}'\big|,\tag{2}$$

independent of $r_m$ at $\delta=0$. The secular equation $(E_{\rm in}-E)(E_{\rm out}-E)=M^2$ has roots $E_\pm=\tfrac12(E_{\rm in}+E_{\rm out})\pm\tfrac12\Omega$ with $\Omega=\sqrt{\delta^2+4M^2}$, so the smallest gap is $2M$. For the lower state $a\varphi_{\rm in}+a'\varphi_{\rm out}$ the first row reads $(E_{\rm in}-E_-)a+ta'=0$ with $E_{\rm in}-E_-=\tfrac12(\Omega+\delta)$. Using $4M^2=(\Omega-\delta)(\Omega+\delta)$, the inner weight is

$$w=\frac{a^2}{a^2+a'^2}=\frac{4M^2}{4M^2+(\Omega+\delta)^2}=\frac{\Omega-\delta}{2\Omega}=\tfrac12\Big(1-\frac{\delta}{\Omega}\Big).$$

Let the potential depend on a parameter $N$. Differentiating $E=\langle\varphi|H|\varphi\rangle$ and using $H\varphi=E\varphi$ with fixed norm leaves $dE/dN=\langle\partial V/\partial N\rangle$, so $s=d\delta/dN$ is the difference of two expectation values. The weights $w=\tfrac14,\tfrac34$ require $\delta/\Omega=\pm\tfrac12$, that is $4\delta^2=\delta^2+4M^2$, or $\delta=\pm2M/\sqrt3$. The width of the collapse is

$$\Delta N=\frac{4M}{\sqrt3\,|s|}.\tag{3}$$

The treatment needs both diabatic levels well below the barrier top and $M$ small against the 4f-5f spacing of the outer well.

### A model with numbers

Take $V=6/r^2-q/r-Ne^{-r/a}/r$ with $a=0.35$, $q=1$, $r_b=1.4$, $r_c=4$. The diabatic levels cross at $N=54.2198$ and $E=-0.03125$ Ha, under a barrier of 1.92 Ha at $r=1.08$, with mean radii 0.62 and 18.0 bohr. At $r=2.5$ the amplitudes are $0.07935$ and $0.004752$, with product $3.771\times10^{-4}$, and (2) gives $2M=8.087\times10^{-4}$ Ha. The ratio, 2.145, is the difference of the two logarithmic derivatives. In the WKB approximation these are $\pm\kappa-\kappa'/2\kappa$ with $\kappa=\sqrt{2(V-E)}$, so the difference is $2\kappa$. Here $V(2.5)=0.960-0.400-0.017=0.543$ and $2\kappa=2\sqrt{2\times0.574}=2.14$.

Diagonalizing the full problem gives a minimum gap of $8.072\times10^{-4}$ Ha (0.0220 eV) at $N=54.2196$; formula (2) exceeds it by 0.2%. The coupling is $4.04\times10^{-4}/0.01125=0.036$ of the 4f-5f spacing. With $\partial V/\partial N=-e^{-r/a}/r$ the slope is $s=-0.6274$ Ha, and (3) gives

$$\Delta N=\frac{2\times8.087\times10^{-4}}{1.732\times0.6274}=1.488\times10^{-3},$$

0.9% below the diagonalized width $1.502\times10^{-3}$, for which $w$ is read as $w_3$, the probability inside $r=3$.

For $q=2$ and $3$ the diagonalized widths are $0.0389$ and $0.329$, larger by successive factors 26 and 8.5. The normalized outer function $\sqrt{(q/2)^9/8!}\;r^4e^{-qr/4}$ grows as $q^{9/2}$ at small $r$, and $M$ is linear in it. If the inner state were unchanged, the factors would be about $2^{9/2}=23$ and $1.5^{9/2}=6$. This estimate is for $M$ and carries over to the width only if $s$ is unchanged and (3) still holds. The diagonalized minimum gaps grow by 18 and 4.6, less than the estimate, while the widths grow by more, and at $q=3$ half the gap is a third of the 4f-5f spacing. The estimate gives the order of the growth, not its value. In this model, then, the collapse is abrupt for $q=1$ and spreads out as the charge rises. The model barrier is much higher than those of the real atoms below, so its $M$ does not carry over to them.

### One electron over a frozen xenon core

Here $F$ is a fixed linear operator built from the Hartree-Fock orbitals of Cs$^+$, Ba$^{2+}$ or La$^{3+}$. Energies are in Ha and lengths in bohr.

| | $\varepsilon$ | $-q^2/32$ | $\langle r\rangle$ | $w_3$ | barrier top |
|---|---|---|---|---|---|
| Cs | −0.0313 | −0.0313 | 17.96 | 0.0001 | 0.390 |
| Ba$^+$ | −0.1310 | −0.1250 | 7.71 | 0.072 | 0.032 |
| La$^{2+}$ | −0.6190 | −0.2813 | 1.27 | 0.964 | −0.377 |

Cs is hydrogenic. Ba$^+$ is still mostly outer, but its radius is below $18/2=9$ and its level lies 0.006 Ha under the hydrogenic one. It is a borderline case: the self-consistent solution reached from this state stays outer ($\langle r\rangle=7.5$), but in a core relaxed around a compact 4f orbital the lowest $f$ level is itself compact ($\langle r\rangle=2.0$). La$^{2+}$ is collapsed. Its potential keeps a local maximum at $r=2.2$, but that maximum lies below $-q^2/32$, so no barrier separates a level near the hydrogenic energy from the inner region, and the two-level treatment does not apply there.

### Neutral barium and lanthanum

With one $f$ electron the energy functional splits as $E=E_{\rm ion}[\text{core}]+\langle f|F[\text{core}]|f\rangle$, where "core" means all other orbitals. Let $\Delta E=E(\text{atom})-E(\text{relaxed ion})$. Inserting the relaxed ion orbitals into the functional of the atom gives an upper bound to its minimum, $\Delta E\le\varepsilon_{\rm frozen}$. Inserting the core orbitals of the atom into the functional of the ion gives $E(\text{ion})\le E(\text{atom})-\varepsilon_{\rm SCF}$. Together,

$$\varepsilon_{\rm SCF}\le\Delta E\le\varepsilon_{\rm frozen}.$$

For La the three numbers are $-0.379$, $-0.232$ and $-0.105$ Ha. The spread reflects the response of the other orbitals, mainly 5p and 6s: a collapsed 4f electron lies inside these shells and screens them from the nucleus, so they expand. The mean radius of 5p, for example, grows from 1.807 bohr in La$^+$ to 1.896 bohr in La. For the outer state of Ba, $\varepsilon_{\rm SCF}$ and $\Delta E$ are both $-0.0315$ Ha. Orbital energies of the two kinds of state thus carry different relaxation energies, and the comparison has to be made with $\Delta E$.

The inner diabatic energy is obtained from a self-consistent calculation with the 4f orbital forced to vanish for $r\ge5$. In La this wall costs $-0.23140+0.23225=0.0009$ Ha. In Ba the confined energy depends more on the wall: it falls from 0.108 Ha to 0.098 and 0.092 Ha when the wall is moved to 6.5 and 8 bohr, still 0.12 Ha above the outer level, and at 11 bohr the confined solution is no longer compact. The wall can only raise the energy, and the confined Ba orbital reaches further out ($w_3=0.944$ against $0.987$ in La), so the Ba value below is an upper estimate. The results are

$$\delta_{\rm Ba}\lesssim0.108-(-0.032)=+0.14\ \text{Ha},\qquad\delta_{\rm La}\approx-0.2314+\tfrac1{32}=-0.200\ \text{Ha},$$

where the outer level of La is taken as hydrogenic. Adding a proton and a 6s electron lowers the confined inner energy by 0.32 to 0.34 Ha, depending on the wall used for Ba, and leaves the tail charge at $q=1$, so $\delta$ changes sign. The lowest solution goes from $\langle r\rangle=17.7$ bohr, $w_3=0.0003$, $\Delta E=-0.86$ eV in Ba, behind a barrier of 0.25 Ha, to $\langle r\rangle=1.14$ bohr, $w_3=0.983$, $\Delta E=-6.3$ eV in La. These calculations give no sign of two competing lowest-orbital solutions, though for Ba the evidence is the confined calculation alone. In Ba the confined orbital has $\varepsilon$ between 0 and 0.02 Ha for walls from 5 to 8 bohr, above the outer level, and with the wall removed the lowest $f$ level in the core relaxed around it is outer (about $-0.033$ Ha, $\langle r\rangle$ of 15 to 17 bohr), and in La the $f$ orbital is already inner ($\langle r\rangle=1.40$ bohr) over the frozen ion.

### Barium and Ba$^{2+}$: the term decides

For $4d^9f$ keep the ground-state orbitals frozen and retain single excitations $i\to a$ from 4d to $f$ orbitals alone; real orbitals are used, and $(pq|rs)=\iint p(1)q(1)r_{12}^{-1}r(2)s(2)$. By the Slater-Condon rules, two excitations of the same spin interact through $(ia|jb)-(ij|ab)$ and two of opposite spin through $(ia|jb)$. The sum (singlet) and difference (triplet) of the two spin excitations therefore have the two-electron matrix $2\delta_{S0}(ia|jb)-(ij|ab)$.

The three $L=1$ states have coefficients $x_{ia}\propto\langle a|n_\mu|i\rangle$, with $n_\mu$ a component of the unit vector $\mathbf n$.

For the first term, the multipole expansion and the addition theorem give $(ia|jb)=\sum_kG^k\sum_\mu\langle a|C^k_\mu|i\rangle\langle b|C^k_\mu|j\rangle$, where $C^k_\mu=\sqrt{4\pi/(2k+1)}\,Y_{k\mu}$, $C^1_\mu=n_\mu$ and $G^k=\iint P_dP_f\,v_k\,P_dP_f$. Summing over all $i,a$ with the addition theorem and (1),

$$\sum_{ia}\langle a|C^k_\mu|i\rangle\langle a|C^{k'}_{\mu'}|i\rangle=\frac{35}{(4\pi)^2}\,4\pi\,c(k,3,2)\int C^k_\mu C^{k'}_{\mu'}d\Omega=\frac{35\,c(k,3,2)}{2k+1}\,\delta_{kk'}\delta_{\mu\mu'} .$$

The vectors $\langle a|C^k_\mu|i\rangle$ are thus orthogonal and are eigenvectors with eigenvalue $35c\,G^k/(2k+1)$. From $uP_2=(3P_3+2P_1)/5$, $c(1,3,2)=\tfrac12\cdot\tfrac35\cdot\tfrac27=\tfrac3{35}$, the eigenvalue for $k=1$ is $G^1$, and the singlet is raised by $2G^1$.

The second term is $-\iint\Psi^2/r_{12}$, whose angular factor $\Psi_\mu=\sum x_{ia}Y_i(\mathbf n_1)Y_a(\mathbf n)$ is the $l=3$ part in $\mathbf n$ of $n_\mu P_2(u)$, $u=\mathbf n\cdot\mathbf n_1$. Let $h=\tfrac12[3(\mathbf r\cdot\mathbf n_1)^2-r^2]$, a harmonic polynomial. Since $\nabla^2(\mathbf r h)=2\nabla h$ and $\nabla^2(r^2\nabla h)=10\nabla h$, the cubic $\mathbf r h-r^2\nabla h/5$ is harmonic and is that part. On the unit sphere $\nabla h=3u\mathbf n_1-\mathbf n$, which gives $\tfrac3{10}[(5u^2-1)\mathbf n-2u\mathbf n_1]$. Summing over the three degenerate components,

$$\sum_\mu\Psi_\mu^2\propto(5u^2-1)^2+4u^2-4u^2(5u^2-1)=5u^4-2u^2+1 .$$

Its average over $u$ is $1-\tfrac23+1=\tfrac43$. With $P_2=(3u^2-1)/2$ the average is $\tfrac12\big(\tfrac{15}7-\tfrac65+1-\tfrac43\big)=\tfrac{32}{105}$. With $P_4$ the $u^4=\tfrac8{35}P_4+\dots$ term alone contributes, $5\cdot\tfrac8{35}\cdot\tfrac19=\tfrac8{63}$. Dividing by $\tfrac43$ gives $\tfrac8{35}$ and $\tfrac2{21}$. The energy is quadratic in $P_f$, and its operator is

$$F_{\rm term}=F-y^0_{4d}-\tfrac8{35}y^2_{4d}-\tfrac2{21}y^4_{4d}+2\delta_{S0}K^1,$$

where $K^1$ has the kernel $P_{4d}(r)v_1(r,s)P_{4d}(s)$. Eigenvalues are measured from the frozen-orbital 4d threshold. The share of the $4d\to f$ dipole line strength in one $^1P$ state is $R^2/\langle4d|r^2|4d\rangle$ with $R=\int P_{4d}\,r\,P_f\,dr$, since closure over radial states gives $\sum R^2=\langle r^2\rangle$.

| | $\varepsilon$, $^3P$ | $\langle r\rangle$ | $\varepsilon$, $^1P$ | $\langle r\rangle$ | share |
|---|---|---|---|---|---|
| Ba | −0.612 | 1.06 | −0.033 | 16.0 | 0.0012 |
| Ba$^{2+}$ | −1.037 | 1.06 | −0.336 | 3.81 | 0.17 |
| La$^{3+}$ | −1.755 | 0.95 | −0.762 | 1.82 | 0.59 |

The triplet is collapsed in neutral Ba already. The singlet operator differs by $2K^1$ alone, and in the collapsed orbital of Ba its expectation value is $-0.612+1.126=+0.514$ Ha, which is 0.545 Ha above $-1/32$. This is a trial value in the unrelaxed triplet orbital, not a diabatic level; the diagonalization shows that the lowest $^1P$ state is outer.

Removing 6s$^2$ lowers an inner level. Since $y^0(r)=r^{-1}\int_0^rP^2ds+\int_r^\infty P^2s^{-1}ds$ tends to $\langle1/r\rangle$ at radii inside the shell, the limiting shift is $-2\langle1/r\rangle_{6s}=-0.467$ Ha. The expectation value of the removed direct and exchange field in the triplet orbital gives $-0.446$ Ha, and the computed shift is $-0.425$ Ha, which the first-order value overshoots by 5%. Letting the $f$ orbital adjust could not raise the level above the first-order value, by the variational principle, so the remainder comes from the change of the core orbitals.

The outer level falls too, from $-1/32$ to $-9/32$. In Ba$^{2+}$ the compact singlet estimate is $-1.037+1.129=+0.092$ Ha, still 0.373 Ha above $-0.281$ Ha, and in La$^{3+}$ ($q=4$) it is $-1.7551+1.2395=-0.516$ Ha against $-0.500$ Ha. The computed levels lie below both estimates, by 0.055 Ha in Ba$^{2+}$ and 0.25 Ha in La$^{3+}$. These lowerings are not small against the hydrogenic 4f-5f spacing $0.01125\,q^2$, which is 0.10 and 0.18 Ha, so neither the hydrogenic level nor the compact trial value describes the computed state, and formula (3) is not applied to the ions. The Ba$^{2+}$ singlet orbital has $w_3=0.37$ and a radius between the compact 1.06 and the hydrogenic 6 bohr. Its share of the line strength is $0.170/0.00124\approx140$ times that in Ba, and the 5f line carries a comparable 0.11. These numbers belong to the frozen core. With the core relaxed around the 4d hole the Ba$^{2+}$ singlet has $\langle r\rangle=4.7$ bohr, $w_3=0.20$ and share 0.06, the Ba share drops to about $10^{-4}$, and the triplets stay compact ($\langle r\rangle\approx1.2$ bohr); the trend survives, the values do not. In this approximation the step from Ba to Ba$^{2+}$ lowers the $^3P$ level but leaves its orbital compact, with nearly the same radius, and draws the $^1P$ orbital partly inward; the full transfer from one well to the other in one step is found between neutral Ba and La.

The numerical check below tests the exchange field and both term formulas against analytic Gaussian integrals, the virial theorem for each unconfined self-consistent solution, and formulas (2) and (3) against diagonalization of the model.

## Numbers as computed

```
grid points 189; largest deviation from Gaussian integrals 1.9e-12 Ha
TF: phi'(0) -1.588071, max x*phi 0.4863 at x 2.104, b 0.8853
TF: well opens at Z = 18.4 (l=2), 52.0 (l=3), 111.9 (l=4)
TF: max r*Zeff at Z=55 6.227 bohr
frozen [Xe] core + f electron (eps, hydrogenic in Ha; <r> in bohr)
Cs: E_core -7553.8103, eps -0.03128, hydrogenic -0.03125, <r> 17.964, w3 0.0001
  Cs: Vmin -2.935 Ha at 0.43 bohr, barrier 0.390 Ha at 1.73 bohr, hump rZeff 6.70
Ba+: E_core -7883.0589, eps -0.13099, hydrogenic -0.12500, <r> 7.708, w3 0.0717
  Ba+: Vmin -4.021 Ha at 0.41 bohr, barrier 0.032 Ha at 1.91 bohr, hump rZeff 6.94
La2+: E_core -8219.8622, eps -0.61895, hydrogenic -0.28125, <r> 1.274, w3 0.9639
  La2+: Vmin -5.240 Ha at 0.39 bohr, barrier -0.377 Ha at 2.22 bohr, hump rZeff 7.24
La2+ local V_eff solved by finite differences: eps -0.61892 Ha
neutral atoms, full SCF; dE = E(atom) - E(relaxed ion)
E(Ba+ 6s) -7883.39189 Ha, E(La+ 6s2) -8220.83156 Ha
Ba 6s4f free: dE -0.03150 Ha = -0.857 eV, eps -0.03150 Ha, <r> 17.669 bohr, w3 0.0003
Ba 6s4f r<5: dE 0.10825 Ha = 2.946 eV, eps 0.00013 Ha, <r> 1.428 bohr, w3 0.9443
La 6s2 4f free: dE -0.23225 Ha = -6.320 eV, eps -0.37863 Ha, <r> 1.142 bohr, w3 0.9831
La 6s2 4f r<5: dE -0.23140 Ha = -6.297 eV, eps -0.37918 Ha, <r> 1.127 bohr, w3 0.9869
  Ba 6s4f: Vmin -3.794 Ha at 0.41 bohr, barrier 0.253 Ha at 1.95 bohr, hump rZeff 6.87
  La 6s2 4f: Vmin -5.157 Ha at 0.39 bohr, barrier 0.001 Ha at 2.58 bohr, hump rZeff 7.17
f electron on frozen La+ 6s2: eps -0.10547 Ha, <r> 1.395 bohr
<r> of 5p: La+ 1.8071 bohr, La 1.8962 bohr
4d9 f terms, frozen ground orbitals (eps in Ha from 4d threshold; share of line strength)
Ba 3P: eps -0.61224, <r> 1.062, w3 0.9929, 2G1 1.1263 Ha, eps4d -4.0015
Ba 1P: eps -0.03287, <r> 15.985, w3 0.0035, share 4f 1.24e-03, 5f 1.32e-03
Ba2+ 3P: eps -1.03728, <r> 1.058, w3 0.9934, 2G1 1.1294 Ha, eps4d -4.4282
Ba2+ 1P: eps -0.33612, <r> 3.810, w3 0.3747, share 4f 1.70e-01, 5f 1.07e-01
La3+ 3P: eps -1.75507, <r> 0.946, w3 0.9983, 2G1 1.2395 Ha, eps4d -5.3833
La3+ 1P: eps -0.76246, <r> 1.820, w3 0.8699, share 4f 5.87e-01, 5f 1.06e-01
3P shift Ba to Ba2+: computed -0.4250, first order -0.4458, -2<1/r>6s -0.4673 Ha
model a 0.35 bohr, q 1: diabatic crossing N 54.2198, E -0.03125 Ha, barrier 1.924 Ha at 1.08 bohr
at r 2.5: phi_in 7.9346e-02, phi_out 4.7522e-03; <r> in 0.619, out 17.999 bohr
2M 8.0866e-04 Ha; exact minimum gap 8.0718e-04 Ha = 0.0220 eV at N 54.2196; slope -0.6274 Ha
model q 1: w3=1/4 at N 54.2189, w3=3/4 at N 54.2204, width 1.5022e-03
model q 2: w3=1/4 at N 50.8756, w3=3/4 at N 50.9145, width 3.8939e-02
model q 3: w3=1/4 at N 47.0090, w3=3/4 at N 47.3381, width 3.2914e-01
two-level width for q 1: 1.4884e-03; 4f-5f hydrogenic spacing 0.01125 Ha
```
